# Hund's J from Spin Perturbations and Its Charge–Spin Coupling Terms

## Hund's J from an opposite-sign spin perturbation

A convenient way to compute Hund's $J$ is to apply opposite potentials to the two spin channels of a localized subspace, record the change of its magnetization, and subtract inverse responses. In a magnetic state this can go badly wrong. In the model treated below, in a state of imposed total moment, the interaction has $J=0.076$ hartree, while the magnetization recipe returns $0.035$ hartree. The calculation is converged and the field is small; what is missing is the charge that moves when the spin field is applied. This section shows when the recipe is right, and gives the terms that correct it when it is not.

### Responses and conventions

Let $n_\uparrow$ and $n_\downarrow$ be the occupations of one subspace in a collinear mean-field state, with

$$n=n_\uparrow+n_\downarrow,\qquad m=n_\uparrow-n_\downarrow. \tag{1}$$

Uniform potentials $v_\uparrow$ and $v_\downarrow$ act on the subspace. We write them as

$$v_\uparrow=\alpha+\beta,\qquad v_\downarrow=\alpha-\beta, \tag{2}$$

so that $\alpha$ is a charge field and $\beta$ a spin field. Two static linear responses are needed. The full response $\chi_{\sigma\sigma'}=dn_\sigma/dv_{\sigma'}$ is taken after self-consistency. The bare response $\chi_0$ is taken with the interaction potential frozen at its reference value.

If the interaction potential depends on the subspace occupations alone, its linear change is $\delta v^{\rm int}=f\,\delta n$, where $f$ is a $2\times2$ spin matrix. The electrons respond to the total potential through $\chi_0$, so $\delta n=\chi_0(\delta v+f\,\delta n)$. Multiplying by $\chi_0^{-1}$ gives $\delta v=(\chi_0^{-1}-f)\,\delta n$. Since also $\delta v=\chi^{-1}\delta n$,

$$f=\chi_0^{-1}-\chi^{-1}. \tag{3}$$

We assume a stable, isolated solution and invertible responses. The spin-kernel definitions are

$$U=\tfrac14\,(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}+f_{\downarrow\uparrow}+f_{\downarrow\downarrow}),\qquad J=-\tfrac14\,(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}-f_{\downarrow\uparrow}+f_{\downarrow\downarrow}). \tag{4}$$

The magnetization recipe uses the spin field and the magnetization alone:

$$J_m=\left(\frac{dm}{d\beta}\right)^{-1}-\left(\frac{dm}{d\beta}\right)_0^{-1}, \tag{5}$$

where the subscript 0 denotes the bare response and $\alpha=0$ in both derivatives.

### The kernel in charge and spin variables

Equations (1) and (2) use the same matrix,

$$T=\begin{pmatrix}1&1\\1&-1\end{pmatrix},\qquad T^{-1}=\tfrac12T. \tag{6}$$

Thus $(\delta n,\delta m)^{\rm T}=T(\delta n_\uparrow,\delta n_\downarrow)^{\rm T}=T\chi\,(v_\uparrow,v_\downarrow)^{\rm T}=T\chi T(\alpha,\beta)^{\rm T}$. The response of $(n,m)$ to $(\alpha,\beta)$ is therefore $X=T\chi T$, and likewise $X_0=T\chi_0T$. The kernel in these variables is

$$F\equiv X_0^{-1}-X^{-1}=T^{-1}(\chi_0^{-1}-\chi^{-1})T^{-1}=\tfrac14\,TfT. \tag{7}$$

The first product is

$$Tf=\begin{pmatrix}f_{\uparrow\uparrow}+f_{\downarrow\uparrow}&f_{\uparrow\downarrow}+f_{\downarrow\downarrow}\\ f_{\uparrow\uparrow}-f_{\downarrow\uparrow}&f_{\uparrow\downarrow}-f_{\downarrow\downarrow}\end{pmatrix}.$$

Multiplying by $T$ on the right adds the columns to form the first new column and subtracts them to form the second. Comparison with (4) gives

$$F_{nn}=U,\qquad F_{mm}=-J,\qquad F_{nm}=F_{mn}=\tfrac14(f_{\uparrow\uparrow}-f_{\downarrow\downarrow}). \tag{8}$$

The last result uses $f_{\uparrow\downarrow}=f_{\downarrow\uparrow}$, which holds when the interaction potential is the derivative of an energy. Adding the diagonal elements gives $U-J=\tfrac12(f_{\uparrow\uparrow}+f_{\downarrow\downarrow})$, the mean same-spin kernel.

The factor $\tfrac14$ belongs to the field convention (2). If the potentials are instead $\pm\beta'/2$, then $\beta=\beta'/2$, the slope $dm/d\beta'$ is half of $dm/d\beta$, and the difference of inverses doubles. In a nonmagnetic state that doubled value is $J'=f_{\uparrow\downarrow}-f_{\uparrow\uparrow}$. The partner that preserves the same-spin kernel is $U'=U+J=f_{\uparrow\downarrow}$, for which $U'-J'=f_{\uparrow\uparrow}=U-J$. This $U'$ is not what a halved charge field returns; that gives $2U$. Mixing $U$ from one convention with $J'$ from the other would change the effective interaction.

### Nonmagnetic states: the two results agree

Suppose the reference state is unchanged when the spin labels are exchanged. Exchange turns the problem with fields $(\alpha,\beta)$ into the one with $(\alpha,-\beta)$, and turns its solution $(n,m)$ into $(n,-m)$. Because the solution connected to the reference state is isolated,

$$n(\alpha,-\beta)=n(\alpha,\beta),\qquad m(\alpha,-\beta)=-m(\alpha,\beta). \tag{9}$$

The charge is even in $\beta$, so $X_{nm}=\partial n/\partial\beta=0$ at $\beta=0$. The magnetization vanishes at $\beta=0$ for every small $\alpha$, so $X_{mn}=\partial m/\partial\alpha=0$. The same argument applies with the interaction potential frozen, because that potential is itself equal for both spins. Both matrices are diagonal, and their inverses are taken element by element:

$$J=-F_{mm}=\frac1{X_{mm}}-\frac1{(X_0)_{mm}}=J_m. \tag{10}$$

The magnetization recipe and the spin kernel therefore give the same $J$. This equality concerns linear response: by (9), a finite spin field can still change the charge, but at order $\beta^2$ at the earliest.

Solving (10) for the full response gives

$$X_{mm}=\frac{(X_0)_{mm}}{1+J(X_0)_{mm}}. \tag{11}$$

Here $(X_0)_{mm}<0$, since raising the potential of a spin channel expels electrons from it. A positive $J$ thus enhances the spin response, which diverges when $J|(X_0)_{mm}|\to1$. At that point the nonmagnetic solution loses its stability and the linear recipe has no meaning.

### Magnetic states: which variable is held fixed

In a magnetic state the off-diagonal responses need not vanish. To see what $J$ then measures, apply $\beta$ and adjust $\alpha$ so that the charge stays constant:

$$0=\delta n=X_{nn}\alpha+X_{nm}\beta\quad\Rightarrow\quad \alpha=-\frac{X_{nm}}{X_{nn}}\beta.$$

Inserting this in $\delta m=X_{mn}\alpha+X_{mm}\beta$ gives

$$\left(\frac{dm}{d\beta}\right)_{n}=X_{mm}-\frac{X_{mn}X_{nm}}{X_{nn}}. \tag{12}$$

The inverse relation $(\alpha,\beta)^{\rm T}=X^{-1}(\delta n,\delta m)^{\rm T}$ with $\delta n=0$ says that $\beta=(X^{-1})_{mm}\,\delta m$. Hence $(X^{-1})_{mm}$ is the inverse of (12). The same holds for $X_0$, and $J=-F_{mm}$ becomes

$$J=\frac{1}{X_{mm}-\dfrac{X_{mn}X_{nm}}{X_{nn}}}-\frac{1}{(X_0)_{mm}-\dfrac{(X_0)_{mn}(X_0)_{nm}}{(X_0)_{nn}}}. \tag{13}$$

The kernel $J$ compares spin responses at fixed charge. The recipe $J_m$ compares them at fixed charge field, and so lets the charge relax by different amounts in the two responses. Equation (13) also removes this error in practice: record both $n$ and $m$ under both fields. It returns the on-site kernel only if the interaction potential depends on the probed occupations alone; when other interacting degrees of freedom respond, as in a real material, the result is a screened value (see the last section). The $\alpha$ calculation is already needed for $U$.

### The coupling terms

To express the discrepancy through the interaction, let $K=X_0^{-1}$. Then $X^{-1}=K-F$ by (7). With $\alpha=0$, the inverse relation reads

$$0=(K_{nn}-F_{nn})\,\delta n+(K_{nm}-F_{nm})\,\delta m,$$
$$\beta=(K_{mn}-F_{mn})\,\delta n+(K_{mm}-F_{mm})\,\delta m.$$

Eliminating $\delta n$ and using $F_{nn}=U$, $F_{mm}=-J$,

$$\frac1{X_{mm}}=\frac{\beta}{\delta m}=K_{mm}+J-\frac{(K_{mn}-F_{mn})(K_{nm}-F_{nm})}{K_{nn}-U}. \tag{14}$$

Setting $F=0$ gives the bare counterpart,

$$\frac1{(X_0)_{mm}}=K_{mm}-\frac{K_{mn}K_{nm}}{K_{nn}}. \tag{15}$$

Subtracting (15) from (14) yields

$$J_m=J+\frac{K_{mn}K_{nm}}{K_{nn}}-\frac{(K_{mn}-F_{mn})(K_{nm}-F_{nm})}{K_{nn}-U}. \tag{16}$$

The first extra term comes from charge relaxation in the bare response, the second from charge relaxation in the interacting one. Exchanging the roles of charge and spin gives the error of the corresponding charge recipe $U_n=1/(X_0)_{nn}-1/X_{nn}$:

$$U_n=U-\frac{K_{nm}K_{mn}}{K_{mm}}+\frac{(K_{nm}-F_{nm})(K_{mn}-F_{mn})}{K_{mm}+J}. \tag{17}$$

There are two sources of coupling. One is $F_{mn}$, a difference between the two same-spin kernels. The other is $K_{mn}$, a property of the bare electrons. If the electron number in each spin channel is fixed, a frozen potential does not connect the channels and $\chi_0$ is diagonal. Equation (7) with $\chi_0^{-1}$ in place of $f$ then gives

$$K_{nn}=K_{mm}=\frac14\left(\frac1{\chi_{0\uparrow}}+\frac1{\chi_{0\downarrow}}\right),\qquad K_{mn}=K_{nm}=\frac14\left(\frac1{\chi_{0\uparrow}}-\frac1{\chi_{0\downarrow}}\right). \tag{18}$$

A magnetic state whose two channels happen to have equal bare responses and equal same-spin kernels therefore still has $J_m=J$. The two extra terms in (16) can also cancel accidentally.

**No mixed kernel.** If $F_{mn}=F_{nm}=0$ and $K_{mn}=K_{nm}$, the two terms combine over a common denominator:

$$J_m-J=K_{mn}^2\left(\frac1{K_{nn}}-\frac1{K_{nn}-U}\right)=-\frac{U K_{mn}^2}{K_{nn}(K_{nn}-U)}. \tag{19}$$

For $K_{nn}<0$ and $U>0$ the denominator is positive, so $J_m$ is too small. The error vanishes as $U\to0$, because the charge change per unit change of moment is then the same in the bare and full responses. If $U\to\infty$ at fixed $K$, it tends to $K_{mn}^2/K_{nn}$: the interaction pins the charge in the full response, while the bare charge still relaxes.

**One unresponsive channel.** Suppose the up channel is so nearly full that $n_\uparrow$ cannot change. Then $\delta m=-\delta n_\downarrow$, while $v_\downarrow=-\beta$ at $\alpha=0$. The two signs cancel and $dm/d\beta=dn_\downarrow/dv_\downarrow$. In the down channel alone, the argument leading to (3) gives $1/\chi_{\downarrow\downarrow}=1/\chi_{0\downarrow}-f_{\downarrow\downarrow}$. Therefore

$$J_m=-f_{\downarrow\downarrow},\qquad U_n=f_{\downarrow\downarrow}. \tag{20}$$

The second result follows in the same way from $\delta n=\delta n_\downarrow$ and $v_\downarrow=\alpha$. Both recipes now return one same-spin element, with opposite signs, and neither contains the opposite-spin interaction. Equation (13) does not rescue this limit: the response matrices become singular, and the missing kernel elements cannot be recovered from these data.

### A chain with an interacting end site

Consider an open chain of six sites with nearest-neighbour hopping amplitude $-0.1$ hartree. One end site has level $-0.3$ hartree and interaction energy

$$E_{\rm int}=\tfrac12U_0n^2-\tfrac12J_0m^2+\tfrac12g\,nm^2, \tag{21}$$

with $U_0=0.2$, $J_0=0.1$ and $g=0.02$ hartree. The site has only one orbital, so $J_0$ does not represent exchange between different orbitals. It sets the spin curvature of a model energy functional, which is what definition (4) measures. Like many approximate functionals, this one lets a single electron interact with itself. The chain therefore tests the response recipes, not the size of Hund's exchange in a real atom. The potentials conjugate to $n$ and $m$ are the first derivatives of $E_{\rm int}$, so the kernel is its matrix of second derivatives:

$$U=U_0,\qquad J=J_0-gn,\qquad F_{mn}=gm. \tag{22}$$

This gives the kernel without any response calculation. The responses come from small finite fields applied to the self-consistent state, and the bare ones were also checked against a sum over occupied-to-empty transitions.

With three electrons in each spin channel the state is nonmagnetic and $n=1.2836$. Equation (22) gives $J=0.1-0.02\times1.2836=0.0743$ hartree. The measured spin responses are $-10.831$ and, for the bare one, $-6.0004$ per hartree, so

$$J_m=-\frac1{10.831}+\frac1{6.0004}=-0.09233+0.16666=0.0743\ \text{hartree}.$$

This is $2.02$ eV, and the spin kernel obtained from separate up and down fields gives the same value. Equation (11) predicts an enhancement $1/(1-0.07433\times6.0004)=1.805$, as found. Doubling the spin field multiplies the change of charge by $3.999$, consistent with a leading term of order $\beta^2$, the lowest that (9) allows.

With four up and two down electrons, $n=1.1756$ and $m=0.6725$. This is a state of imposed total moment: it is stable at fixed electron number per channel, but its highest occupied level ($+0.023$ hartree) lies above its lowest empty one ($-0.047$ hartree), and its energy is $0.078$ hartree above that of the nonmagnetic state. It serves to show the coupling, not a magnetic ground state. Now $J=0.1-0.02\times1.1756=0.0765$ hartree, or $2.08$ eV. The magnetization recipe gives

$$J_m=-\frac1{3.7952}+\frac1{3.3547}=-0.2635+0.2981=0.0346\ \text{hartree},$$

or $0.94$ eV, which is 55% below the kernel value. The cause can be followed through (16). The bare response has $(X_0)_{nn}=-3.3547$ and $(X_0)_{nm}=2.0717$ per hartree. Half their sum and half their difference are the channel responses $\chi_{0\uparrow}=-0.642$ and $\chi_{0\downarrow}=-2.713$ per hartree: the down channel is about four times softer. Equation (18) then gives $K_{nn}=-0.4818$ and $K_{mn}=-0.2976$ hartree, while $F_{mn}=0.02\times0.6725=0.0134$ hartree. The coupling terms are

$$\frac{(-0.2976)^2}{-0.4818}=-0.184,\qquad -\frac{(-0.2976-0.0134)^2}{-0.4818-0.2}=+0.142\ \text{hartree}.$$

Their sum, $-0.042$ hartree, is the observed error. It is the difference of two terms that are each larger than $J$ itself. Most of the coupling comes from the unequal bare channels. Dropping $F_{mn}$ at the same $K$ would make the error larger, $-0.054$ hartree by (19).

Holding the charge fixed removes the error. An explicit adjustment of $\alpha$ gives spin slopes of $-2.4670$ and $-2.0754$ per hartree for the full and bare responses. Their inverses differ by $-0.40535+0.48183=0.0765$ hartree, the kernel value.

The charge recipe is affected too: it gives $U_n=0.145$ hartree instead of $0.200$. The errors partly cancel in the difference, where $U_n-J_m=0.111$ hartree compares with $U-J=0.124$ hartree. That remaining error of about 10% does not make either separate parameter usable.

### Several sites, antiferromagnets and omitted sites

For several sites, each element of $X$, $K$ and $F$ in the charge–spin basis becomes a matrix in the site indices. The elimination leading to (16) is unchanged if division is replaced by matrix inversion and the order of factors is kept:

$$J_m=J+K_{mn}K_{nn}^{-1}K_{nm}-(K_{mn}-F_{mn})(K_{nn}-F_{nn})^{-1}(K_{nm}-F_{nm}), \tag{23}$$

with $J=-F_{mm}$ now a site matrix. In a nonmagnetic state the mixed blocks vanish by the argument of (9), and $J_m=J$ as matrices.

Zero total magnetization is not sufficient. In an antiferromagnet, exchanging the spins also exchanges the two sublattices, so it relates the mixed response of one site to minus that of its partner. It does not make either vanish. To show this, both chain ends were made interacting, with $U_0=J_0=0.25$, $g=0.02$ and level $-0.35$ hartree. The antiferromagnetic solution with three electrons per channel has end moments $\pm0.800$. On the first end $X_{mn}=0.957$ per hartree. The full kernel gives an on-site $J=0.228$ hartree, whereas the spin block alone gives $0.180$ hartree, 21% less.

A separate question is whether all interacting sites are included in the matrices. Let $A$ be the probed site and $B$ an interacting site left out, in a nonmagnetic state. In the spin channel, let $L$ be the inverse of the bare two-site response. Eliminating the moment on $B$, to which no external field is applied, gives

$$\frac1{X_{AA}}=L_{AA}+J_A-\frac{L_{AB}^2}{L_{BB}+J_B},\qquad \frac1{(X_0)_{AA}}=L_{AA}-\frac{L_{AB}^2}{L_{BB}}.$$

Their difference is the $J$ seen by the single-site calculation:

$$J_A^{\rm probe}=J_A+L_{AB}^2\left(\frac1{L_{BB}}-\frac1{L_{BB}+J_B}\right). \tag{24}$$

Stability requires $L_{BB}+J_B<0$. For $J_B>0$ the second fraction is then the more negative one, the bracket is positive, and the probed $J$ exceeds the on-site value. With both ends interacting through the first parameter set, the two-site matrices give $J=0.075$ hartree, while probing one end gives $0.083$ hartree. The spin-kernel and magnetization recipes agree on this second number. Their agreement follows from the decoupling of charge and spin; it does not show that the result is the bare on-site interaction. The same limit applies to (13): evaluated with the $2\times2$ responses of one end of the antiferromagnet, it gives $0.233$ hartree instead of the on-site $0.228$.

The numerical output below lists the responses and kernels for the two states with one interacting site, and the main results for the two states with both ends interacting.

## Calculated quantities

```
Chain: 6 sites, hopping 0.1 Ha, field step 3e-05 Ha
Weak set U0, J0, g, level (Ha): 0.2 0.1 0.02 -0.3
Strong set U0, J0, g, level (Ha): 0.25 0.25 0.02 -0.35
NONMAGNETIC 3+3
 n = 1.28356
 m = 0.00000
 bare X nn, nm, mm (1/Ha): -6.0004, 0.0000, -6.0004
 full X nn, nm, mm (1/Ha): -2.7273, 0.0000, -10.8310
 f uu, ud, du, dd (Ha): 0.12567, 0.27433, 0.27433, 0.12567
 J from energy Hessian = 0.07433 Ha
 J from spin kernel = 0.07433 Ha
 J_m from opposite-sign field = 0.07433 Ha
 J from spin kernel = 2.023 eV
 J_m = 2.023 eV
 spin enhancement X_mm/X0_mm = 1.8051
 charge-shift ratio on doubling beta = 3.9994
MAGNETIC 4+2
 n = 1.17560
 m = 0.67247
 bare X nn, nm, mm (1/Ha): -3.3547, 2.0717, -3.3547
 full X nn, nm, mm (1/Ha): -2.2562, 1.7311, -3.7952
 f uu, ud, du, dd (Ha): 0.15041, 0.27649, 0.27649, 0.09661
 J from energy Hessian = 0.07649 Ha
 J from spin kernel = 0.07649 Ha
 J_m from opposite-sign field = 0.03459 Ha
 J from spin kernel = 2.081 eV
 J_m = 0.941 eV
MAGNETIC, coupling analysis
 K_nn = -0.48183 Ha
 K_mn = -0.29755 Ha
 K_mm = -0.48183 Ha
 F_mn = 0.01345 Ha
 bare coupling term = -0.18375 Ha
 interacting coupling term = 0.14185 Ha
 J_m - J = -0.04189 Ha
 bare dm/dbeta at fixed n = -2.0754 1/Ha
 full dm/dbeta at fixed n = -2.4670 1/Ha
 J from fixed-n slopes = 0.07649 Ha
 U from kernel = 0.20000 Ha
 U_n from charge recipe = 0.14514 Ha
ANTIFERROMAGNETIC 3+3, both ends in the matrices
 n on first end = 1.08485
 m on first end = 0.79993
 m on last end = -0.79993
 local X_mn on first end = 0.9568 1/Ha
 J from full kernel = 0.22830 Ha
 J_m from spin block only = 0.18017 Ha
NONMAGNETIC 3+3, both ends interacting
 J, both ends in the matrices = 0.07507 Ha
 J, one end probed, spin kernel = 0.08294 Ha
 J_m, one end probed = 0.08294 Ha
```
